# Linear-Response Hubbard U from PAW Strength Shifts in a Two-Site Model: verification in Python

```python
"""Linear-response Hubbard U from a shift of the PAW strengths D_ij.

Result under test: U_matrix = inverse(chi0) - inverse(chi), where
  chi0[I,J] = dn_I/dalpha_J with the interaction potential frozen,
  chi[I,J]  = dn_I/dalpha_J after self-consistency.
It equals the interaction kernel if only n_1 and n_2 interact. If a ligand
charge also interacts, it equals a downfolded kernel.
Model: chain d1 - s1 - L - s2 - d2, two electrons in the lowest orbital.
Each sphere holds an inner function d and a boundary function s.
Energies are in eV, responses in 1/eV, occupations in electrons.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import e as elementary_charge

FILLING = 2.0
E_D, E_S, E_L = -4.0, 1.0, 0.0
HOP_DS, HOP_SL = -1.5, -1.5
SPHERES = ([0, 1], [4, 3])       # inner and boundary index of each sphere
LIGAND = 2

# Partial waves: rows are inner and boundary values, columns are i = 1, 2.
phi = np.array([[1.0, 0.4], [0.5, 1.0]])
phi_smooth = np.array([[0.5, -0.2], [0.5, 1.0]])
h_sphere = np.array([[E_D, HOP_DS], [HOP_DS, E_S]])
h_sphere_smooth = np.array([[1.0, -0.5], [-0.5, E_S]])

q_paw = phi.T @ phi - phi_smooth.T @ phi_smooth
D_paw = (phi.T @ h_sphere @ phi
         - phi_smooth.T @ h_sphere_smooth @ phi_smooth)
O_paw = np.outer(phi[0], phi[0])

projectors = []
for sphere in SPHERES:
    p = np.zeros((2, 5))
    p[:, sphere] = np.linalg.inv(phi_smooth)
    projectors.append(p)

H_smooth = np.zeros((5, 5))
for sphere in SPHERES:
    H_smooth[np.ix_(sphere, sphere)] = h_sphere_smooth
    H_smooth[sphere[1], LIGAND] = H_smooth[LIGAND, sphere[1]] = HOP_SL
H_smooth[LIGAND, LIGAND] = E_L
S_paw = np.eye(5) + sum(p.T @ q_paw @ p for p in projectors)

ligand_operator = np.zeros((5, 5))
ligand_operator[LIGAND, LIGAND] = 1.0
charge_operators = [p.T @ O_paw @ p for p in projectors] + [ligand_operator]


def solve_paw(shift):
    """Levels, pseudo orbitals and charges (n1, n2, nL) for given shifts."""
    H = H_smooth + shift[2] * ligand_operator
    for site, p in enumerate(projectors):
        H = H + p.T @ (D_paw + shift[site] * O_paw) @ p
    levels, orbitals = eigh(H, S_paw)
    ground = orbitals[:, 0]
    charges = []
    for p in projectors:
        amplitude = p @ ground
        rho = FILLING * np.outer(amplitude, amplitude)
        charges.append(np.sum(rho * O_paw))
    charges.append(FILLING * ground[LIGAND] ** 2)
    return levels, orbitals, np.array(charges)


def solve_all_electron(shift):
    """Direct diagonalization of the chain, without any PAW quantity."""
    H = np.diag([E_D + shift[0], E_S, E_L + shift[2], E_S, E_D + shift[1]])
    for a, b, hop in ((0, 1, HOP_DS), (1, 2, HOP_SL),
                      (2, 3, HOP_SL), (3, 4, HOP_DS)):
        H[a, b] = H[b, a] = hop
    levels, orbitals = np.linalg.eigh(H)
    return levels, FILLING * orbitals[[0, 4, 2], 0] ** 2


def self_consistent(kernel, alpha, start=(0.5, 0.5, 0.5)):
    """Charges that reproduce their own potential kernel @ charges."""
    charges = np.array(start, dtype=float)
    for _ in range(5000):
        new = solve_paw(kernel @ charges + alpha)[2]
        change = new - charges
        if np.max(np.abs(change)) < 1e-13:
            return new
        charges = charges + 0.1 * change
    raise RuntimeError("self-consistency not reached")


def site_response(charge_function, step):
    """Central differences of n1, n2 with respect to alpha1, alpha2."""
    columns = []
    for site in range(2):
        alpha = np.zeros(3)
        alpha[site] = step
        difference = charge_function(alpha) - charge_function(-alpha)
        columns.append(difference[:2] / (2 * step))
    return np.array(columns).T


def bare_response_sum(levels, orbitals):
    """Bare response of (n1, n2, nL) as a sum over empty orbitals."""
    elements = np.array([orbitals[:, 0] @ op @ orbitals[:, 1:]
                         for op in charge_operators])
    gaps = levels[1:] - levels[0]
    return -2 * FILLING * (elements / gaps) @ elements.T, elements, gaps


def measured_responses(kernel, step):
    """Ground charges, frozen response and self-consistent response."""
    ground = self_consistent(kernel, np.zeros(3))
    potential = kernel @ ground
    frozen = site_response(lambda a: solve_paw(potential + a)[2], step)
    screened = site_response(
        lambda a: self_consistent(kernel, a, ground), step)
    return ground, frozen, screened


inv = np.linalg.inv
STEP = 1e-3

# The PAW problem reproduces the all-electron chain, also with shifts.
for trial in ([0.0, 0.0, 0.0], [0.3, -0.2, 0.1], [2.5, 1.7, -0.4]):
    levels_paw, _, charges_paw = solve_paw(np.array(trial))
    levels_ae, charges_ae = solve_all_electron(trial)
    assert np.allclose(levels_paw, levels_ae, atol=1e-10)
    assert np.allclose(charges_paw, charges_ae, atol=1e-10)

# Case A: only the two correlated occupations interact.
kernel_A = np.array([[4.0, 1.0, 0.0], [1.0, 4.0, 0.0], [0.0, 0.0, 0.0]])
n_A, chi0_fd, chi = measured_responses(kernel_A, STEP)
levels_A, orbitals_A, _ = solve_paw(kernel_A @ n_A)
X0_A, elements_A, gaps_A = bare_response_sum(levels_A, orbitals_A)
chi0 = X0_A[:2, :2]
assert np.allclose(chi0, chi0_fd, atol=1e-4)
U_A = inv(chi0_fd) - inv(chi)
# The tolerance covers the squared-step error of the central differences.
assert np.allclose(U_A, kernel_A[:2, :2], atol=1e-3)


def total_energy(alpha):
    charges = self_consistent(kernel_A, alpha, n_A)
    levels = solve_paw(kernel_A @ charges + alpha)[0]
    return FILLING * levels[0] - 0.5 * charges @ kernel_A @ charges


alpha_1 = np.array([STEP, 0.0, 0.0])
energy_slope = (total_energy(alpha_1) - total_energy(-alpha_1)) / (2 * STEP)
assert abs(energy_slope - n_A[0]) < 1e-5

channels = []
for sign in (1, -1):
    bare = chi0[0, 0] + sign * chi0[0, 1]
    screened = chi[0, 0] + sign * chi[0, 1]
    channels.append((bare, screened, 1 / bare - 1 / screened))
    expected = kernel_A[0, 0] + sign * kernel_A[0, 1]
    assert abs(channels[-1][2] - expected) < 1e-3
scalar_U = 1 / chi0[0, 0] - 1 / chi[0, 0]

LARGE_STEP = 0.1
_, chi0_large, chi_large = measured_responses(kernel_A, LARGE_STEP)
U_large = inv(chi0_large) - inv(chi_large)


# One occupied and one empty orbital: the bare response has rank one,
# even when overlap makes the sum of the two occupations variable.
def dimer_charges(alpha):
    H = np.array([[alpha[0], -1.0], [-1.0, 0.5 + alpha[1]]])
    S = np.array([[1.0, 0.2], [0.2, 1.0]])
    return FILLING * eigh(H, S)[1][:, 0] ** 2


dimer_chi0 = site_response(lambda a: dimer_charges(a), STEP)
dimer_ratio = np.linalg.det(dimer_chi0) / (dimer_chi0[0, 0] * dimer_chi0[1, 1])
assert abs(dimer_ratio) < 1e-4
assert np.max(np.abs(dimer_chi0.sum(axis=0))) > 1e-3

# Case B: the ligand charge takes part in the interaction.
kernel_B = np.array([[4.0, 1.0, 1.5], [1.0, 4.0, 1.5], [1.5, 1.5, 2.0]])
n_B, chi0_B, chi_B = measured_responses(kernel_B, STEP)
U_B = inv(chi0_B) - inv(chi_B)
levels_B, orbitals_B, _ = solve_paw(kernel_B @ n_B)
X0_B = bare_response_sum(levels_B, orbitals_B)[0]
M = inv(X0_B)
R = M - kernel_B
U_downfolded = (kernel_B[:2, :2]
                + np.outer(R[:2, 2], R[2, :2]) / R[2, 2]
                - np.outer(M[:2, 2], M[2, :2]) / M[2, 2])
assert np.allclose(U_B, U_downfolded, atol=1e-3)
assert abs(U_B[0, 0] - kernel_B[0, 0]) > 0.05


def show(label, values, unit, digits=5):
    numbers = " ".join(f"{x:.{digits}f}" for x in np.ravel(values))
    print(f"{label}: {numbers} {unit}".rstrip())


print("Matrices are listed row by row.")
show("Level energies d, s, L", [E_D, E_S, E_L], "eV", 2)
show("Hoppings d-s, s-L", [HOP_DS, HOP_SL], "eV", 2)
show("Partial waves phi (rows d, s)", phi, "", 2)
show("Smooth partial waves (rows d, s)", phi_smooth, "", 2)
show("Smooth sphere Hamiltonian", h_sphere_smooth, "eV", 2)
show("Projector values (rows i; columns d, s)", inv(phi_smooth), "")
show("q_ij", q_paw, "", 4)
show("D_ij before interaction", D_paw, "eV", 4)
show("O_ij", O_paw, "", 4)
show("Change of D_ij for alpha = 0.1 eV", 0.1 * O_paw, "eV", 4)
print("CASE A: only n1 and n2 interact")
show("Kernel on-site, intersite", kernel_A[0, :2], "eV", 2)
show("Occupations n1, n2, nL", n_A, "electrons")
show("Site potential K n", (kernel_A @ n_A)[0], "eV")
show("Occupied level", levels_A[0], "eV")
for k in range(4):
    sign = 1.0 if elements_A[0, k] >= 0 else -1.0
    print(f"Empty {k + 1}: gap {gaps_A[k]:.5f} eV, <0|P1|n> "
          f"{sign * elements_A[0, k]:.5f}, <0|P2|n> "
          f"{sign * elements_A[1, k]:.5f}")
show("chi0 from sum over states", chi0, "1/eV")
show("chi0 from frozen-potential differences", chi0_fd, "1/eV")
show("chi self-consistent", chi, "1/eV")
show("Inverse chi0", inv(chi0), "eV")
show("Inverse chi", inv(chi), "eV")
show("Recovered U matrix", U_A, "eV", 4)
print(f"Recovered on-site U: {U_A[0, 0] * elementary_charge:.4e} J")
show("Even channel chi0, chi", channels[0][:2], "1/eV")
show("Even channel U+V", channels[0][2], "eV", 4)
show("Odd channel chi0, chi", channels[1][:2], "1/eV")
show("Odd channel U-V", channels[1][2], "eV", 4)
show("Scalar shortcut 1/chi0_11 - 1/chi_11", scalar_U, "eV", 4)
show("dE/dalpha1 by differences", energy_slope, "electrons")
show("Small difference step", STEP, "eV", 4)
show("Large difference step", LARGE_STEP, "eV", 2)
show("U matrix with large step", U_large, "eV", 4)
print("TWO-ORBITAL MODEL: levels 0, 0.5 eV; hop -1 eV; overlap 0.2")
show("chi0", dimer_chi0, "1/eV")
print(f"abs(det chi0/(chi0_11 chi0_22)) = {abs(dimer_ratio):.1e}")
print("CASE B: ligand charge also interacts")
show("Kernel site-ligand, ligand-ligand", kernel_B[2, 1:], "eV", 2)
show("Occupations n1, n2, nL", n_B, "electrons")
show("chi0", chi0_B, "1/eV")
show("chi", chi_B, "1/eV")
show("M site-ligand, ligand-ligand", M[2, 1:], "eV", 4)
show("U matrix from responses", U_B, "eV", 4)
show("U matrix from downfolding", U_downfolded, "eV", 4)
print("finished without a failed check")
```

Output:

```
Matrices are listed row by row.
Level energies d, s, L: -4.00 1.00 0.00 eV
Hoppings d-s, s-L: -1.50 -1.50 eV
Partial waves phi (rows d, s): 1.00 0.40 0.50 1.00
Smooth partial waves (rows d, s): 0.50 -0.20 0.50 1.00
Smooth sphere Hamiltonian: 1.00 -0.50 -0.50 1.00 eV
Projector values (rows i; columns d, s): 1.66667 0.33333 -0.83333 0.83333
q_ij: 0.7500 0.5000 0.5000 0.1200
D_ij before interaction: -5.5000 -3.1000 -3.1000 -2.0800 eV
O_ij: 1.0000 0.4000 0.4000 0.1600
Change of D_ij for alpha = 0.1 eV: 0.1000 0.0400 0.0400 0.0160 eV
CASE A: only n1 and n2 interact
Kernel on-site, intersite: 4.00 1.00 eV
Occupations n1, n2, nL: 0.50379 0.50379 0.38904 electrons
Site potential K n: 2.51897 eV
Occupied level: -2.64179 eV
Empty 1: gap 0.45477 eV, <0|P1|n> 0.32110, <0|P2|n> -0.32110
Empty 2: gap 1.80123 eV, <0|P1|n> 0.23183, <0|P2|n> 0.23183
Empty 3: gap 4.34777 eV, <0|P1|n> 0.15113, <0|P2|n> -0.15113
Empty 4: gap 5.64310 eV, <0|P1|n> 0.09355, <0|P2|n> 0.09355
chi0 from sum over states: -1.05348 0.80237 0.80237 -1.05348 1/eV
chi0 from frozen-potential differences: -1.05348 0.80237 0.80237 -1.05348 1/eV
chi self-consistent: -0.19695 0.08562 0.08562 -0.19695 1/eV
Inverse chi0: -2.26060 -1.72176 -1.72176 -2.26060 eV
Inverse chi: -6.26060 -2.72176 -2.72176 -6.26060 eV
Recovered U matrix: 4.0000 1.0000 1.0000 4.0000 eV
Recovered on-site U: 6.4087e-19 J
Even channel chi0, chi: -0.25111 -0.11133 1/eV
Even channel U+V: 5.0000 eV
Odd channel chi0, chi: -1.85584 -0.28258 1/eV
Odd channel U-V: 3.0000 eV
Scalar shortcut 1/chi0_11 - 1/chi_11: 4.1281 eV
dE/dalpha1 by differences: 0.50379 electrons
Small difference step: 0.0010 eV
Large difference step: 0.10 eV
U matrix with large step: 4.0226 1.0255 1.0255 4.0226 eV
TWO-ORBITAL MODEL: levels 0, 0.5 eV; hop -1 eV; overlap 0.2
chi0: -0.48269 0.43881 0.43881 -0.39892 1/eV
abs(det chi0/(chi0_11 chi0_22)) = 3.3e-08
CASE B: ligand charge also interacts
Kernel site-ligand, ligand-ligand: 1.50 2.00 eV
Occupations n1, n2, nL: 0.56977 0.56977 0.18106 electrons
chi0: -1.46283 1.26641 1.26641 -1.46283 1/eV
chi: -0.20708 0.08998 0.08998 -0.20708 1/eV
M site-ligand, ligand-ligand: -6.1122 -19.6316 eV
U matrix from responses: 3.2243 0.2243 0.2243 3.2243 eV
U matrix from downfolding: 3.2243 0.2243 0.2243 3.2243 eV
finished without a failed check
```
